# Binding an electron to one impurity or to an adjacent pair

## Problem

An electron moves on an infinite simple cubic lattice with one orbital per site and hopping amplitude $-t$ between nearest neighbours, $t>0$. An impurity lowers the energy of its own site by $U>0$ and changes nothing else. Spin, repulsion between electrons and lattice relaxation are left out. A bound state here means a normalizable state with energy below the band.

(a) How large must $U$ be for an isolated impurity to bind the electron?

(b) How large must $U$ be, on each site, for two equal impurities on adjacent sites to bind it? Can the pair hold a second bound state?

(c) Take $t=1$ eV, lattice spacing $a=0.34$ nm and $U=3.5$ eV. What do one impurity and the adjacent pair do?

## A tempting solution

**The isolated impurity.** With wave vector $\mathbf k$ in units of $1/a$, the plane waves of the clean lattice Hamiltonian $H_0$ have energy $-2t\sum_i\cos k_i$, so the band starts at $-6t$. Write the energy of a bound state as $E=-6t-\varepsilon$, with depth $\varepsilon>0$. The Schrödinger equation, with the impurity at site $0$, is

$$(H_0-E)\psi=U\psi_0\,|0\rangle .$$

The operator on the left has eigenvalues

$$D(\mathbf k)=\varepsilon+2t\sum_{i}(1-\cos k_i)\ \ge\ \varepsilon>0,$$

so it can be inverted. Define the lattice Green function

$$g_{\mathbf n}(\varepsilon)=\langle \mathbf n|(H_0-E)^{-1}|0\rangle=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{\cos(\mathbf k\cdot\mathbf n)}{D(\mathbf k)} ,$$

where each $k_i$ runs from $-\pi$ to $\pi$. The sine part of $e^{i\mathbf k\cdot\mathbf n}$ drops out because $D$ is even in $\mathbf k$. Then $\psi_{\mathbf n}=U g_{\mathbf n}\psi_0$. This is normalizable, since it is the Fourier transform of a bounded function. If $\psi_0$ were zero, $\psi$ would vanish everywhere. Setting $\mathbf n=0$ and dividing by $\psi_0$ gives

$$1=U g_0(\varepsilon).$$

As $\varepsilon$ grows, $g_0$ falls steadily, because $D$ rises at every $\mathbf k$, and it tends to zero, because $g_0\le1/\varepsilon$. There is therefore one root if $U>1/g_0(0)$ and none otherwise. The edge value $g_0(0)$ is finite: near $\mathbf k=0$ the denominator is $tk^2$, and the volume element $k^2dk$ cancels it. In one or two dimensions the same integral diverges, and any $U>0$ would bind.

To evaluate $w=t\,g_0(0)$, use $1/D=\int_0^\infty e^{-Ds}ds$ with $s=\tau/t$. The three directions separate:

$$w=\int_0^\infty f(\tau)^3d\tau,\qquad f(\tau)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{-2\tau(1-\cos k)}=e^{-2\tau}I_0(2\tau),$$

where $I_0$ is the modified Bessel function. Numerical quadrature from $\tau=0$ to $10$ gives $0.238443$.

For larger $\tau$ only small $k$ counts, and $2(1-\cos k)=k^2-k^4/12+k^6/360-\dots$. Expanding the exponential around $e^{-\tau k^2}$ gives

$$f=\frac{1}{\sqrt{4\pi\tau}}\left\langle1+\frac{\tau k^4}{12}-\frac{\tau k^6}{360}+\frac{\tau^2k^8}{288}+\dots\right\rangle .$$

The average is over a Gaussian of variance $1/(2\tau)$, for which $\langle k^4\rangle=3/(4\tau^2)$, $\langle k^6\rangle=15/(8\tau^3)$ and $\langle k^8\rangle=105/(16\tau^4)$. Hence

$$f=\frac{1}{\sqrt{4\pi\tau}}\left(1+\frac1{16\tau}+\frac{9}{512\tau^2}+\dots\right),\qquad f^3=\frac{1}{(4\pi\tau)^{3/2}}\left(1+\frac3{16\tau}+\frac{33}{512\tau^2}+\dots\right).$$

Integrating term by term from $T=10$ to infinity,

$$\int_T^\infty f^3d\tau\simeq\frac{1}{(4\pi)^{3/2}}\left(\frac{2}{T^{1/2}}+\frac{1}{8T^{3/2}}+\frac{33}{1280\,T^{5/2}}\right)=0.014288 .$$

The sum is $w=0.252731$, so an isolated impurity binds when

$$U>\frac{t}{w}=3.957\,t .$$

**The pair.** Just above its threshold, the bound state of an isolated impurity extends over many lattice spacings. An electron spread out like this, the argument goes, cannot tell two adjacent sites from one, so the pair acts as a single impurity of strength $2U$. Binding then needs $2U>3.957\,t$, or $U>1.98\,t$ on each site.

## Where it fails

The isolated result is right, but the step to the pair is not. With impurities at $0$ and at its neighbour $1$, both sites act as sources, and the amplitude at site $0$ is

$$\psi_0=U\left(g_0\psi_0+g_1\psi_1\right),$$

where $g_1$ is the Green function between neighbours. Replacing the pair by one impurity of strength $2U$ amounts to setting $\psi_1=\psi_0$ and $g_1=g_0$. The first is true of an even state. The second can be tested by writing $(H_0-E)g=|0\rangle$ at the origin. The diagonal element of $H_0-E$ is $-E=6t+\varepsilon$, and each of the six neighbours, equivalent by symmetry, contributes $-t g_1$:

$$(6t+\varepsilon)\,g_0-6t\,g_1=1 .$$

At the band edge, $\varepsilon=0$, this gives

$$g_1=g_0-\frac1{6t} .$$

In numbers, $t g_0=0.2527$ and $t g_1=0.0861$. The second site contributes about a third of what the first does, not an equal share. The long wavelength describes the wave far from the impurities. Close to a source the wave changes strongly from one site to the next, and the binding condition depends on that region.

The merged-impurity picture does hold for weak scattering. Let a uniform wave of amplitude 1, which is the band-edge solution of the clean lattice, fall on the pair. Each impurity site then has amplitude $\psi_j=1+U(g_0+g_1)\psi_j$, and the total source strength is

$$2U\psi_j=\frac{2U}{1-U(g_0+g_1)} .$$

The merged impurity would give $2U/(1-2Ug_0)$. The two agree to first order in $U$ and differ from second order on. Binding sets in where the denominator vanishes, which is far outside the first-order regime.

## The pair solved

The two site equations are

$$\psi_0=U(g_0\psi_0+g_1\psi_1),\qquad \psi_1=U(g_1\psi_0+g_0\psi_1).$$

Adding and subtracting them gives

$$(\psi_0+\psi_1)\left[1-U(g_0+g_1)\right]=0,\qquad(\psi_0-\psi_1)\left[1-U(g_0-g_1)\right]=0 .$$

An even state, $\psi_1=\psi_0$, therefore needs $1=U(g_0+g_1)$, and an odd state, $\psi_1=-\psi_0$, needs $1=U(g_0-g_1)$. With the pair along $x$,

$$g_0\pm g_1=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{1\pm\cos k_x}{D(\mathbf k)} .$$

The numerators are never negative, so both combinations fall steadily with $\varepsilon$ and tend to zero, as $g_0$ did. Each condition has one root if $U$ exceeds the inverse of its band-edge value, and none otherwise. The relation between $g_1$ and $g_0$ at the edge supplies both values:

$$t(g_0+g_1)=2w-\tfrac16=0.338795,\qquad t(g_0-g_1)=\tfrac16 .$$

The answers to (b) are

$$U_{\text{even}}=\frac{t}{2w-1/6}=2.952\,t,\qquad U_{\text{odd}}=6t .$$

The pair binds one state for $2.952\,t<U\le6t$ and two for $U>6t$. The odd threshold is exact in this model, because $w$ cancels from it. At $U=6t$ itself the odd solution sits exactly at the band edge; it falls as $1/r^2$ and is normalizable, but it is not below the band and so is not counted. For the even state, the attraction needed on each site is 0.746 of the isolated value: a neighbour saves about a quarter, not a half.

**Other separations.** If the second impurity sits at $\mathbf R$ instead, the same algebra holds with $g_{\mathbf R}$ in place of $g_1$, and the even threshold is $1/[g_0(0)+g_{\mathbf R}(0)]$. For $\mathbf R=0$, with both attractions on one site, it is $t/(2w)=1.98\,t$; this is the problem that the tempting solution solved. For large $R$ the oscillating cosine averages the integral $g_{\mathbf R}$ to zero, and the threshold returns to $3.957\,t$. The return is slow, since $g_{\mathbf R}(0)\simeq1/(4\pi tR)$ with $R$ in lattice spacings: at $R=10$ the threshold is still $3.84\,t$. The adjacent pair lies between these limits.

**Strong attraction.** Let $x=-E$ be much larger than $t$. Expanding $(H_0+x)^{-1}$ in powers of $H_0/x$ gives $g_0\simeq1/x$ and $g_1\simeq t/x^2$. The even condition becomes $x^2=U(x+t)$, so $x\simeq U+t$ to first order in $t$. The odd one gives $x\simeq U-t$. These are the bonding and antibonding levels of two isolated sites. The next term, from the five outside neighbours of each site, adds about $5t^2/U$ to both, which is still about $t/2$ at $U=10t$.

It is tempting to carry this picture to threshold as well: if bonding adds $t$ to the attraction, the pair should need $3.957\,t-t=2.957\,t$. That is close to $2.952\,t$, but the agreement does not support the argument. Applied to the odd state it predicts $3.957\,t+t=4.957\,t$, whereas the true value is $6t$. The argument treats the pair orbital as one site with six neighbours. In fact the orbital has ten outside neighbours, five for each site, and couples to each with strength $t/\sqrt2$.

## The numerical case

With $t=1$ eV the thresholds are 3.957 eV for an isolated impurity, and 2.952 eV and 6 eV for the even and odd states of the pair. At $U=3.5$ eV the isolated impurity binds nothing, and the pair binds one state, the even one.

Its depth follows from $g_0+g_1=1/U=0.28571\ \text{eV}^{-1}$. Solving this numerically, with the Green functions computed from the $\tau$ integral (which acquires a factor $e^{-\varepsilon\tau/t}$, and for $g_1$ has $I_1$ in place of one $I_0$), gives

$$\varepsilon=0.122\ \text{eV},\qquad g_0=0.22392\ \text{eV}^{-1},\qquad g_1=0.06179\ \text{eV}^{-1}.$$

The sum is $0.28571\ \text{eV}^{-1}$, as required. For comparison, an isolated impurity would need $U=1/g_0=4.47$ eV to hold a level at this depth.

The probability $P$ of finding the electron on the two impurity sites follows from the response of the level to $U$. For a normalized eigenstate, the change of the state itself does not contribute to $dE/dU$, because the norm is fixed. What remains is the expectation value of $\partial H/\partial U$, which is $-P$, so $d\varepsilon/dU=P$. Writing $G=g_0+g_1$ and differentiating $1=UG(\varepsilon)$,

$$0=G+U\frac{dG}{d\varepsilon}\,P\quad\Rightarrow\quad P=-\frac{1}{U^2\,dG/d\varepsilon} ,$$

where $G=1/U$ was used. Numerical differentiation of $G$ gives $P=0.394$. About 61% of the electron is thus outside the two sites whose attraction holds it.

Far from the pair the wave varies slowly, and $(H_0-E)\psi=0$ becomes $ta^2\nabla^2\psi=\varepsilon\psi$. The tail falls as $1/r$ times an exponential, whose decay length is $a\sqrt{t/\varepsilon}=0.34\ \text{nm}/\sqrt{0.1217}\approx1$ nm, about three lattice spacings.

## The model beside silicon

Near the bottom of the band the energy is $ta^2k^2$ with $k$ now in inverse length, so the effective mass is $\hbar^2/(2ta^2)=0.33$ electron masses. The cell volume is $a^3=0.039$ nm³. Both are roughly those of silicon, if the cell is taken as the primitive cell and the mass as the density-of-states mass of one conduction valley. The value of $U$ was chosen to lie between the thresholds and is not a silicon value. A model site then stands for a whole primitive cell, which in silicon holds two atoms 0.235 nm apart, so the model pair is not a pair of impurities on adjacent silicon atoms.

Real silicon breaks the assumption of a single isotropic valley. With rough masses of 0.92 along a valley's axis and 0.19 across it, and the same $a$, the relation $t_i=\hbar^2/(2m_ia^2)$ gives hoppings of 0.358 and 1.735 eV. At the fixed depth of 0.122 eV, the attraction needed by the pair rises from 3.50 eV to 4.43 eV if the pair lies along the heavy axis, and to 3.68 eV along a light one. The isolated impurity then needs 5.07 eV. The pair threshold becomes 3.66 eV along the heavy axis and 3.09 eV along a light one, so $U=3.5$ eV binds only the light-axis pair.

The number of valleys matters more. Consider a stand-in band on the same cubic lattice whose energy at each $\mathbf k$ is the lowest of six such valley energies, centred on the cubic axes at 85% of the way to the zone edge. Averaging over a mesh of wave vectors gives, at the same depth, 2.65 eV for the isolated impurity and 2.08 eV for the pair, in its more easily bound state. Both are about 41% below the single-valley, isotropic values. These numbers depend on where the valleys are placed. Silicon's valleys lie at about 9.8 nm$^{-1}$, not the 7.9 nm$^{-1}$ used here, and on this lattice that position folds to about 94% of the way to the zone edge, where the two values become 2.81 and 2.24 eV. The isolated impurity needs less attraction than with one anisotropic valley because taking the lowest of six energies can only reduce $D(\mathbf k)$, which raises $g_0$. In this band $U=3.5$ eV would bind even the isolated impurity. The answer to (c) thus depends on the shape of the band and cannot be assumed to hold for silicon.

Other omissions matter too. If the centre carries one positive charge, the electron's Coulomb energy at distance $r$ is $-(0.12\ \text{eV nm})/r$ for a rough relative permittivity of 12. Alone, this tail would bind the electron by only 0.031 eV, its hydrogenic energy. At the 1 nm decay length found above, however, it is already about 0.12 eV deep, as much as the level itself, so it cannot be treated as a small correction. Centred between the two impurities and applied to all other sites, it deepens the pair level from 0.12 to about 0.25 eV. The thermal energy at 300 K is 0.026 eV, so the level lies 4.7 thermal energies below the band. The depth is only about a tenth of the rough 1.1 eV gap, but $U$ itself is about three times the gap, so a one-band treatment is not justified by the shallowness of the level. A transition-metal impurity also brings its own d orbitals, which this model does not contain. The thresholds $3.957\,t$ and $2.952\,t$ belong to the simple cubic, one-orbital model.
